# The exposure equation for conformal deposition in a circular hole

**Q.** A precursor pulse coats a deep hole from the mouth downwards. Gas density and coverage both change with depth and time. Why should one equation in depth alone describe the outcome?

**A.** A bare site records the exposure it has received, whatever its timing. I would therefore follow the time integral of the gas density.

Take a hole of diameter $d$, depth $L$ and aspect ratio $a=L/d$, with $z$ measured from the mouth. Let $n$ be the precursor density, $v$ its mean thermal speed, $N_s$ the number of wall sites per area and $\theta$ their filled fraction. A molecule hitting the wall sticks with probability $s(1-\theta)$ and never leaves; otherwise it is re-emitted diffusely. The wall receives $nv/4$ molecules per area and time, so

$$\frac{\partial\theta}{\partial t}=\frac{s v n}{4N_s}(1-\theta),\qquad U(z,t)=\frac{s v}{4N_s}\int_0^t n\,dt'.$$

Dividing by $1-\theta$ and integrating from a bare wall gives $-\ln(1-\theta)=U$, or

$$\theta=1-e^{-U}.$$

$U$ is $s$ times the number of molecules that have struck the wall per site.

**Q.** The gas still needs a transport law. Why diffusion, if the molecules do not collide with each other?

**A.** They collide with the wall, and diffuse re-emission makes successive flights independent. Let a flight direction have components $c_n,c_t,c_z$ along the wall normal, the circumference and the axis. Projected on the circular cross-section, the flight is a chord of length $d\,c_n/\sqrt{c_n^2+c_t^2}$. Dividing by $\sqrt{c_n^2+c_t^2}$ again gives the full length

$$\ell=\frac{d\,c_n}{1-c_z^2}.$$

With polar angle $\vartheta$ from the axis and azimuth $\phi$ from the normal, $c_n=\sin\vartheta\cos\phi$. The cosine law gives the weight $c_n\sin\vartheta\,d\vartheta\,d\phi/\pi$, hence

$$\langle\ell\rangle=\frac d\pi\int_0^\pi\sin\vartheta\,d\vartheta\int_{-\pi/2}^{\pi/2}\cos^2\phi\,d\phi=d,$$

$$\langle(\ell c_z)^2\rangle=\frac{d^2}{\pi}\int_0^\pi\cos^2\vartheta\,d\vartheta\int_{-\pi/2}^{\pi/2}\cos^3\phi\,d\phi=\frac{d^2}{\pi}\,\frac\pi2\,\frac43=\frac{2d^2}{3}.$$

The wall-hit rate per molecule is the flux $nv/4$ times the wall area per volume, $4/d$, divided by $n$: it is $v/d$. A random walk has diffusivity equal to half its mean-square step times its step rate:

$$D=\frac12\,\frac{2d^2}{3}\,\frac vd=\frac{dv}{3}.$$

This needs density and coverage to vary slowly over one diameter.

**Q.** Then you will assume a steady gas profile at each instant. Does that survive the first moments, when the hole is empty?

**A.** We can keep the unsteady term and see what it does. The gas balance is

$$\frac{\partial n}{\partial t}=D\frac{\partial^2n}{\partial z^2}-\frac{vs}{d}n(1-\theta).$$

Integrate from an empty hole at $t=0$. By the definition of $U$ and the site balance,

$$\int_0^t n\,dt'=\frac{4N_s}{sv}U,\qquad \int_0^t n(1-\theta)\,dt'=\frac{4N_s}{sv}\theta.$$

Multiplying the integrated gas balance by $sv/(4N_sD)$ and moving the adsorption term across gives

$$\frac{\partial^2U}{\partial z^2}=\frac{vs}{dD}\theta+\frac{sv}{4N_sD}n
=\frac{3s}{d^2}\left[\theta+\gamma\frac{n}{n_0}\right],\qquad \gamma=\frac{n_0d}{4N_s}.$$

Here $n_0$ is a reference density, taken at the mouth, and $\gamma$ is the ratio of stored gas molecules to wall sites. With $x=z/L$, primes for $d/dx$, and $\gamma$ neglected,

$$U''=3sa^2\left(1-e^{-U}\right).$$

The quasi-steady approximation thus costs one small source term. Locally it rivals the adsorption term only where the coverage is as small as $\gamma n/n_0$. Filling the hole with gas also holds the front back a little, which changes larger coverages too, by a relative amount that shrinks with $\gamma$. The mouth pressure may vary during the pulse, since its time integral is what enters.

I tested the storage term by solving the full transient with $\gamma=0.05$, $s=0.1$ and $a=15$. The curvature of $U$, divided by $3s/d^2$, agreed with the bracket to $7\times10^{-7}$.

**Q.** The equation is nonlinear. How do I get a dose from it?

**A.** Set $U(0)=U_0$, $U(1)=U_L$, and for now let the floor adsorb nothing, so that $U'(1)=0$. Multiply the equation by $U'$. The left side is the derivative of $U'^2/2$, the right side that of $3sa^2(U+e^{-U})$. Fixing the constant at the floor,

$$U'^2=6sa^2\left[U+e^{-U}-U_L-e^{-U_L}\right].$$

Exposure falls with depth, so $U'$ is the negative root. Separating variables gives

$$\sqrt{6s}\,a=\int_{U_L}^{U_0}\frac{dU}{\sqrt{U+e^{-U}-U_L-e^{-U_L}}}.$$

Near the lower limit the bracket is $(1-e^{-U_L})(U-U_L)$ to first order, so the singularity is integrable. Choose the bottom coverage $\theta_L=1-e^{-U_L}$, and this fixes $U_0$. As a test, I stepped the coverage in time, solving for the steady gas profile at each instant. For the example below it matched the quadrature profiles to $6\times10^{-7}$ in coverage.

**Q.** That is a number from an integral. Can I see its size without computing it?

**A.** Integrate the equation twice from the floor and exchange the order of integration:

$$U_0=U_L+3sa^2\int_0^1x\,\theta(x)\,dx.$$

Coverage lies between $\theta_L$ and 1, and $\int_0^1x\,dx=\tfrac12$. Therefore

$$U_L+\tfrac32sa^2\theta_L<U_0<U_L+\tfrac32sa^2.$$

If $sa^2\ll U_L$, the hole fills almost like a flat surface. For large $sa^2$ at fixed $U_L$, the upper bound becomes the leading result. To see this, stop the double integration at $x$, which gives $U\ge U_L+\tfrac32sa^2\theta_L(1-x)^2$. The missing coverage $e^{-U}$ is then below a Gaussian centred on the floor, whose width shrinks as $1/(\sqrt s\,a)$. Its integral vanishes in the limit, and

$$\frac{U_0}{s}\sim\frac32a^2.$$

**Q.** So the number of molecules that must strike each site at the mouth no longer depends on the sticking probability. Is that reasonable?

**A.** Yes, when supply through the hole limits the process. Suppose a sharp front at depth $\zeta d$ separates full wall from bare wall. The gas density falls linearly to zero at the front, and the arriving molecules fill new sites:

$$\pi d\,N_s\,d\,\frac{d\zeta}{dt}=\frac{\pi d^2}{4}\,\frac{dv}{3}\,\frac{n_0}{\zeta d}.$$

Thus $\zeta\,d\zeta/dt=vn_0/(12N_s)$, and $\zeta^2=vn_0t/(6N_s)$ for constant $n_0$. The number of impacts per site at the mouth is $n_0vt/(4N_s)=\tfrac32\zeta^2$. Putting $\zeta=a$ recovers the limit. Sticking sets the width of the front but not, at leading order, its progress.

**Q.** Put in a real precursor.

**A.** Consider trimethylaluminium at 500 K and 0.1 Torr, in a hole 100 nm wide and 5 µm deep, so $a=50$. I take $s=0.01$ and $N_s=4$ nm⁻², both rough values. The molar mass of 72.09 g/mol gives $v=383$ m/s and a mouth flux of $1.85\times10^5$ nm⁻² s⁻¹. Then

$$3sa^2=3(0.01)(50)^2=75.$$

For 95% coverage at the bottom, $U_L=-\ln0.05=3.00$. The bounds are 38.6 and 40.5, and the quadrature gives $U_0=40.0$. One unit of $U$ takes

$$\frac{N_s}{s\times\text{flux}}=\frac{4}{0.01\times1.85\times10^5}\ \text{s}=2.16\ \text{ms},$$

so the pulse lasts $40.0\times2.16=86$ ms. The same coverage on a flat surface takes 6.5 ms.

With $s$ raised tenfold and all else fixed, the bare equation gives a time that falls only to 81 ms. At $s=0.1$ the exposure ahead of the front decays over $d/\sqrt{3s}$, under two diameters, so diffusion is marginal there. Free flight, treated below, gives 87 ms against 92 ms, the same weak dependence on $s$. The impacts per site, $U_0/s$, go from 3999 to 3763, approaching $3a^2/2=3750$.

**Q.** And if the pulse is too short? Your front cannot really be sharp.

**A.** After a quarter of that dose, $U_0=10.0$. Coverage is 90% at 1.51 µm, 50% at 2.36 µm and 10% at 3.50 µm; at the bottom it is 1.6%. These are diffusion values; rare long flights from the mouth make the small coverage at the bottom noticeably larger. The sharp-front estimate is $\sqrt{2U_0/(3s)}=25.8$ diameters, or 2.58 µm. That is a fair position for a front about 2 µm wide.

The slope at half coverage tells us more. Let the hole be so deep that $U_L\to0$, and use $\zeta=z/d$ as the depth coordinate. The first integral becomes

$$\frac{dU}{d\zeta}=-\sqrt{6s(U+e^{-U}-1)}.$$

At $\theta=\tfrac12$ we have $U=\ln2$ and $e^{-U}=\tfrac12$. Since $d\theta/d\zeta=e^{-U}dU/d\zeta$,

$$\left|\frac{d\theta}{d\zeta}\right|_{1/2}=\frac12\sqrt{6s\left(\ln2-\tfrac12\right)}.$$

The dose has dropped out: a longer pulse moves the front without changing this slope. Inverting,

$$s=\frac{4}{6(\ln2-\frac12)}\left|\frac{d\theta}{d\zeta}\right|_{1/2}^2=3.45\left|\frac{d\theta}{d\zeta}\right|_{1/2}^2.$$

**Q.** Your hole has a floor, and some gas has reached it. Does that spoil the slope?

**A.** Slightly. The formula gives 0.05383 per diameter and the time-stepped profile 0.05381. The finite floor exposure replaces $1$ in the first integral by $U_L+e^{-U_L}\approx1+U_L^2/2$. Here $U_L\approx0.016$, so the bracket, which is $0.193$ at half coverage, loses $1.3\times10^{-4}$. The slope loses half that relative amount, $3\times10^{-4}$, as found.

To extract $s$ from a measured profile, several conditions must hold: the front must be far from the floor, the film must be thin compared with the hole diameter, coverage must be normalised to saturated growth, and adsorption must follow this Langmuir law. The front must also be wide compared with $d$. Where $U$ is small, the equation is $d^2U/d\zeta^2=3sU$, with decay length $d/\sqrt{3s}$. Diffusion therefore requires $\sqrt{3s}\ll1$. Here the decay length is 5.8 diameters.

**Q.** You set the density at the mouth equal to that outside, and made the floor inert. Both look wrong.

**A.** Both are approximations. For a nearly isotropic gas with net flux $J$ along the axis, the one-way fluxes are $nv/4\pm J/2$. At the mouth the inward one is $n_{\rm out}v/4$, so $n_{\rm out}-n(0)=2J/v$. Inserting $J=-(dv/3)\,\partial n/\partial z$ and integrating over time,

$$U_{\rm out}=U_0-\frac{2}{3a}U'(0).$$

Since $U'(0)<0$, the outside exposure must be larger. At the floor, to leading order in $s$, $J=s(1-\theta)nv/4$. The same substitution and time integration give

$$U'(1)=-\tfrac34sa\,\theta_L,$$

with floor and lowest wall taken to have the same coverage. In the example, floor adsorption raises $U_0$ from 39.99 to 40.37, and mouth resistance brings the outside exposure to 41.36.

**Q.** Is 41.36 then the answer for free flight?

**A.** No. Solving the problem flight by flight gives 42.41. This exceeds the bare $U_0$ by 6.0%, of which the end corrections supply 3.4 percentage points. The remainder comes from long flights that the mouth or floor cuts off.

To see it, let $F(q)$ be the probability that a flight from the wall would go further than $q$ diameters in one axial direction. The axial step is $\cos\phi\cot\vartheta$ in units of $d$. Changing variable from $\vartheta$ to this step gives its probability density

$$K(q)=\frac1\pi\int_{-\pi/2}^{\pi/2}\frac{\cos^4\phi\,d\phi}{(\cos^2\phi+q^2)^2}
=1-\frac{q(q^2+\frac32)}{(q^2+1)^{3/2}}.$$

The integral follows from $\frac1\pi\int d\phi/(\cos^2\phi+A)=[A(1+A)]^{-1/2}$ and its derivative in $A=q^2$. Integrating $K$ twice from infinity gives

$$\Phi(q)=\int_q^\infty F\,dq'=\frac{1}{4(\sqrt{q^2+1}+q)^2},\qquad \Phi''=K.$$

Time integration works here too. In the units of $U$, a wall element receives $U$, keeps $s\theta$ and emits $e=U-s\theta$. A wall ring of width $d\eta$, in diameters, sends $4F\,e\,d\eta$ through a cross-section, per unit of its area. If all surfaces emitted equally, the one-way flux would be 1. The mouth's share at depth $q$ is therefore $1-4[\Phi(0)-\Phi(q)]=4\Phi(q)$, because $\Phi(0)=\tfrac14$. The net flux through depth $q$ must equal all adsorption below it:

$$4\Phi(q)U_{\rm out}+4\!\int_0^q\!F(q-\eta)e\,d\eta-4\!\int_q^a\!F(\eta-q)e\,d\eta-4\Phi(a-q)e_f=4s\!\int_q^a\!\theta\,d\eta+s\theta_f,$$

where $f$ marks the floor, treated as uniform. Now integrate over $q$ from 0 to $a$. Exchanging the order, the two wall terms contribute $\Phi(0)-\Phi(a-\eta)$ and $\Phi(0)-\Phi(\eta)$. With $P=\int_0^a\Phi\,dq$,

$$4P(U_{\rm out}-e_f)+4\int_0^a[\Phi(q)-\Phi(a-q)]e\,dq=4s\int_0^aq\theta\,dq+sa\theta_f.$$

**Q.** Does this return your original coefficient 3, and where is the effect of long flights?

**A.** Let $a\to\infty$ at fixed $sa^2$. Then $P\to\tfrac16$, as the substitution $q=\sinh t$ shows. The weights $\Phi$ select emission near the two ends, where $e$ tends to $U_{\rm out}$ and $U_L$. The left side becomes $\tfrac43(U_{\rm out}-U_L)$ and the floor term vanishes, so

$$U_{\rm out}-U_L=3s\int_0^aq\theta\,dq=3sa^2\int_0^1x\theta\,dx,$$

which is the double integral found earlier.

For the correction, write $e=U_{\rm out}-\delta$ in the mouth term, where $\delta$ is the deficit below the outside exposure. Since $\int_0^a\Phi(q)U_{\rm out}\,dq=PU_{\rm out}$,

$$8PU_{\rm out}=4s\!\int_0^a\!q\theta\,dq+sa\theta_f+4Pe_f+4\!\int_0^a\!\Phi(a-q)e\,dq+4\!\int_0^a\!\Phi(q)\delta\,dq.$$

Beyond the mouth $\delta$ grows roughly as $gq$, with $g=|dU/dq|$ there, while $\Phi\approx1/(16q^2)$ at large $q$. Their product falls only as $1/q$, so the last term contains $\tfrac14g\ln a$. Dividing by $8P\approx\tfrac43$ adds about $\tfrac{3}{16}g\ln a$ to the dose. For a mostly saturated hole, $g\approx3sa$ and $U_0\approx\tfrac32sa^2$, so this part is $\tfrac38(\ln a)/a$ of the dose.

I evaluated the right side with the diffusion profile that includes both end corrections. The test against the flight-by-flight solution held $sa^2=25$ and the bottom coverage fixed. The entries are excesses over $U_0=39.99$:

| $a$ | Ballistic | Ends only | With long flights |
|---|---:|---:|---:|
| 25 | 11.3% | 6.9% | 11.0% |
| 50 | 6.0% | 3.4% | 6.0% |
| 100 | 3.2% | 1.7% | 3.2% |

The bare equation is thus a long-hole limit, approached slowly. For the example, the ballistic pulse time is 92 ms instead of 86 ms.

**Q.** Would a process engineer find 92 ms on the machine?

**A.** Not necessarily. The values of $s$ and $N_s$ are rough. At fixed $s$ the calculated time is proportional to $N_s$, so an error there passes straight through.

Some neglected effects are small. The stored-gas ratio is $\gamma=1.2\times10^{-5}$, and the gas crosses the hole in about $L^2/D=2$ µs. At 1 Torr total pressure and a rough collision diameter of 0.5 nm, the mean free path is about 47 µm, or some 470 hole diameters. Adding gas and wall collision rates suggests that $D$ falls by about 0.2%. Long axial flights are the most likely to be interrupted, so the real loss is a few times larger, but still below 1%.

The fixed diameter is a worse assumption, because the film narrows the hole. After 20 nm of growth on the wall, with the depth held at 5 µm, the opening is 60 nm and $a=83.3$. The bare equation then gives $U_0=106$ and a pulse of 230 ms, 2.7 times the first one. A pulse set on the empty hole would therefore leave the bottom underdosed in later cycles.

Other assumptions I have not sized. Adsorbed species may crowd their neighbours, so sticking need not fall as $1-\theta$. Reaction products may block sites. Desorption during the pulse is negligible if its rate constant times the pulse time is much less than one. A longer purge must meet the same condition with its own duration. I have not checked either for this precursor. The reactor must also hold 0.1 Torr at the mouth while the surrounding surface consumes precursor. The numerical output below gives the values for the stated model, not a measured pulse time.

## Calculated quantities

```
Mean chord from sampled flights: 1.0001 d
Mean-square axial flight: 0.66667 d^2
Hole diameter: 100 nm
Hole depth: 5 um
Aspect ratio a: 50
Temperature: 500 K
Precursor pressure: 0.1 Torr
Total pressure: 1 Torr
Sticking probability s (rough): 0.01
Site density (rough): 4 nm^-2
Molar mass of trimethylaluminium: 72.087 g/mol
Mean speed: 383.22 m/s
Knudsen diffusivity: 0.12774 cm^2/s
Impinging flux at mouth: 1.8503e+05 nm^-2 s^-1
Coefficient 3 s a^2: 75
Bottom coverage wanted: 0.95
Bottom exposure UL: 2.9957
Lower bound on U0: 38.621
Mouth exposure U0: 39.993
Upper bound on U0: 40.496
Pulse time for U0: 86.46 ms
Pulse time for same coverage on flat surface: 6.4763 ms
Exposure for U0: 0.008646 Torr s
Impinging molecules per site, U0/s: 3999.3
Limit 3 a^2/2: 3750
Higher sticking probability tried: 0.1
U0/s at higher sticking: 3762.9
Pulse time at higher sticking: 81.349 ms
Quarter dose: mouth exposure: 9.9984
Quarter dose: bottom coverage: 0.01589
Quarter dose: depth of coverage 0.9: 1.5102 um
Quarter dose: depth of coverage 0.5: 2.3565 um
Quarter dose: depth of coverage 0.1: 3.5043 um
Quarter dose: half-coverage depth, endless hole: 2.3564 um
Front slope per diameter, formula: 0.053826
Front slope per diameter, time march: 0.053808
Factor in s = factor * slope^2: 3.4516
Largest coverage difference, march vs quadrature: 5.6128e-07
Transient test: storage ratio: 0.05
Transient test: error of storage formula: 6.5279e-07
Example storage ratio gamma: 1.2071e-05
Gas diffusion time L^2/D: 1.9571 us
Collision diameter (rough): 0.5 nm
Mean free path at total pressure: 46.617 um
Mean free path over diameter: 466.17
U0 with adsorbing floor: 40.365
Outside exposure with floor and mouth resistance: 41.363
Outside exposure with long flights too: 42.375
Outside exposure, ballistic: 42.409
Pulse time, ballistic: 91.682 ms
Excess over U0 at a = 25, same s a^2: ballistic 11.27 %, ends only 6.87 %, with long flights 11.03 %
Excess over U0 at a = 50, same s a^2: ballistic 6.04 %, ends only 3.42 %, with long flights 5.96 %
Excess over U0 at a = 100, same s a^2: ballistic 3.20 %, ends only 1.71 %, with long flights 3.21 %
Film thickness for narrowing: 20 nm
Aspect ratio after narrowing: 83.333
U0 after narrowing: 106.29
Pulse time after narrowing: 229.78 ms
```
